\section*{Zener tunnelling between two bands: exact prefactor and first-order theory, part 2}

An electron in a filled band is driven by a uniform force $eF>0$, with potential energy $-eFx$, across a gap $E_g$ into an empty band. The model has constant $v>0$ and $\Delta>0$:
\begin{equation}
H(k)=\hbar v k\,\sigma_z+\Delta\,\sigma_x ,\qquad \Delta=\frac{E_g}{2}, \label{eq:H}
\end{equation}
where $\sigma_x,\sigma_z$ are Pauli matrices and $k=eFt/\hbar$ is the wave number at time $t$. The reduced mass $m_r$ is defined by the vertical gap $E_g+\hbar^2k^2/(2m_r)+\dots$ at small $k$, so that
\begin{equation}
m_r=\frac{\Delta}{2v^2}=\frac{E_g}{4v^2},\qquad v=\frac12\sqrt{\frac{E_g}{m_r}} . \label{eq:mass}
\end{equation}
Twice the decay accumulated at imaginary $k$ across the gap is the exponent
\begin{equation}
S=\frac{\pi E_g^2}{4\hbar eF}\,2\sqrt{\frac{m_r}{E_g}}
=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar eF}. \label{eq:S}
\end{equation}
In the scaled variables
\begin{equation}
\tau=t\sqrt{\frac{veF}{\hbar}},\qquad
\delta=\frac{\Delta}{\sqrt{\hbar veF}},\qquad \kappa=\frac{\delta^2}{2}=\frac{\Delta^2}{2\hbar veF}, \label{eq:dimless}
\end{equation}
the components $a,b$ of the state $\psi$ obey
\begin{equation}
i a'=\tau a+\delta b,\qquad i b'=\delta a-\tau b. \label{eq:LZ}
\end{equation}
With $b=0$ in the far past, the exact solution gives, for $\tau=\pm L$ and $L\to\infty$,
\begin{equation}
\frac{a(+L)}{a(-L)}\to e^{-\pi\kappa},\qquad P=e^{-2\pi\kappa}=e^{-\pi\Delta^2/(\hbar veF)}=e^{-S}. \label{eq:exact}
\end{equation}
This Landau--Zener probability $P$ of one isolated passage has prefactor one at every field, and equals the stationary transmission in real space.

The numerical listing at the end also tests the contour solution behind this result. With $a=e^{-i\tau^2/2}u$, $b=e^{-i\tau^2/2}w$ and $G=\exp(-iq^2/4+iq\tau)$, it is
\begin{equation}
w=\int_0^\infty q^{i\kappa}G\,dq,\qquad
u=-\frac{2i}{\delta}\int_0^\infty q^{i\kappa}\,\frac{\partial G}{\partial q}\,dq , \label{eq:sol}
\end{equation}
along the ray $q=re^{-i\pi/4}$, $0<r<\infty$. Its conserved norm is
\begin{equation}
|u(-\infty)|^2=\frac{2\pi e^{\pi\kappa}}{\sinh\pi\kappa}=\frac{4\pi}{1-e^{-2\pi\kappa}}.
\end{equation}
In these variables the coefficient of $\tau$ is one, and $\delta=0.90$ gives $\kappa=0.4050$.

\section{First-order theory and the factor \texorpdfstring{$\pi^2/9$}{pi squared over nine}}

The symbols carried over are the half gap $\Delta=E_g/2$, the band velocity $v=\frac12\sqrt{E_g/m_r}$ and the force $eF$, in the Hamiltonian $H=\hbar vk\,\sigma_z+\Delta\sigma_x$ with $k=eFt/\hbar$. The exact probability of a passage is $P=e^{-S}$ with $S=\pi\Delta^2/(\hbar veF)=\pi\sqrt{m_r}E_g^{3/2}/(2\hbar eF)$. The amplitude $a$ of the state with velocity $+v$, which is the valence state in the far past and the conduction state in the far future, is multiplied by the real positive factor $e^{-S/2}$ in the passage. It is convenient to use
\begin{equation}
p=\frac{\hbar vk}{\Delta},\qquad \Lambda=\frac{2\Delta^2}{\hbar veF}=\frac{2S}{\pi}.
\end{equation}
Large $\Lambda$ means a weak field.

Perturbation theory treats the field as the cause of transitions between the band states at the instantaneous wave number. Since $dp/dt=veF/\Delta$, the Schr\"odinger equation, divided by $\hbar veF/\Delta$, is
\begin{equation}
i\frac{d\psi}{dp}=\frac{\Lambda}{2}\,(p\,\sigma_z+\sigma_x)\,\psi . \label{eq:pS}
\end{equation}
Define an angle $\chi$ by $\cos\chi=p/\sqrt{1+p^2}$ and $\sin\chi=1/\sqrt{1+p^2}$. It falls from $\pi$ to $0$ as $p$ runs from $-\infty$ to $\infty$, with $d\chi/dp=-1/(1+p^2)$. The conduction and valence eigenvectors are
\begin{equation}
|c\rangle=\begin{pmatrix}\cos\frac{\chi}{2}\\ \sin\frac{\chi}{2}\end{pmatrix},\qquad
|v\rangle=\begin{pmatrix}\sin\frac{\chi}{2}\\ -\cos\frac{\chi}{2}\end{pmatrix},
\end{equation}
and differentiation gives
\begin{equation}
\frac{d|v\rangle}{dp}=-g\,|c\rangle,\qquad \frac{d|c\rangle}{dp}=g\,|v\rangle,\qquad g(p)=\frac{1}{2(1+p^2)} .
\end{equation}
The rotation of the eigenvectors is the interband coupling. Now write
\begin{equation}
\psi=A_c\,e^{-i\Lambda\varphi/2}|c\rangle+A_v\,e^{+i\Lambda\varphi/2}|v\rangle,\qquad
\varphi(p)=\int_0^p\sqrt{1+s^2}\,ds .
\end{equation}
The derivatives of the phases cancel the right side of \eqref{eq:pS}. Projection of the remaining terms on $|c\rangle$ and $|v\rangle$ leaves
\begin{equation}
\frac{dA_c}{dp}=g\,e^{i\Lambda\varphi}A_v,\qquad
\frac{dA_v}{dp}=-g\,e^{-i\Lambda\varphi}A_c . \label{eq:adiab}
\end{equation}
The initial values are $A_v=1$ and $A_c=0$. In the far past $|v\rangle$, and in the far future $|c\rangle$, is the state $(1,0)$ of velocity $+v$. Because $\varphi$ is odd, the phase factors attached to $A_v$ at $-p$ and to $A_c$ at $+p$ are equal. The exact final amplitude is therefore $A_c(\infty)=e^{-S/2}$, sign and phase included.

First order replaces $A_v$ by its initial value one throughout:
\begin{equation}
A_1=\frac12\int_{-\infty}^{\infty}\frac{dp}{1+p^2}\,e^{i\Lambda\varphi(p)} . \label{eq:A1}
\end{equation}
For large $\Lambda$ the integrand oscillates rapidly and the integral is much smaller than the integrand. To expose its size, put $p=\sinh y$. Then $dp/(1+p^2)=dy/\cosh y$ and
\begin{equation}
\varphi=\tfrac12\left(p\sqrt{1+p^2}+\operatorname{arsinh}p\right)=\tfrac14(\sinh2y+2y).
\end{equation}
The bands meet where $1+p^2=0$. The nearest such point in the upper half plane is $p=i$, or $y=i\pi/2$. Moving the path up towards it is allowed: in the strip $0\le\mathrm{Im}\,y<\pi/2$ the integrand is analytic, the exponential is bounded by one in modulus, and $1/\cosh y$ removes the distant ends. With $y=z+i\pi/2$,
\begin{equation}
\cosh y=i\sinh z,\qquad i\Lambda\varphi=-\frac{\pi\Lambda}{4}-i\vartheta(z),\qquad
\vartheta(z)=\frac{\Lambda}{4}(\sinh2z-2z).
\end{equation}
Since $\pi\Lambda/4=S/2$, the exponential separates and
\begin{equation}
A_1=C_1e^{-S/2},\qquad C_1=\frac{1}{2i}\int\frac{dz}{\sinh z}\,e^{-i\vartheta(z)} , \label{eq:C1c}
\end{equation}
on a path along the real axis that passes just below $z=0$. First order thus finds the correct exponent, and the question is the value of $C_1$.

The small half circle below the pole runs through an angle $\pi$ counterclockwise. It contributes $i\pi/(2i)=\pi/2$. On the rest of the real axis $\vartheta$ is odd, so $\cos\vartheta/\sinh z$ is odd and cancels, while $-i\sin\vartheta/\sinh z$ is even. Hence
\begin{equation}
C_1=\frac{\pi}{2}-I,\qquad I=\int_0^\infty\frac{\sin\vartheta(z)}{\sinh z}\,dz . \label{eq:C1}
\end{equation}
No approximation beyond first order has been made so far. To find the weak-field limit, use $\vartheta$ itself as the variable. From $d\vartheta/dz=(\Lambda/2)(\cosh2z-1)=\Lambda\sinh^2z$ it follows that $\vartheta$ grows steadily from $0$ to $\infty$, and
\begin{equation}
I=\int_0^\infty\frac{\sin\vartheta}{\vartheta}\,R\,d\vartheta,\qquad
R=\frac{\vartheta}{\Lambda\sinh^3z}=\frac{\sinh2z-2z}{4\sinh^3z}. \label{eq:R}
\end{equation}
At small $z$ the numerator is $4z^3/3+4z^5/15+\dots$ and $\sinh^3z=z^3(1+z^2/2+\dots)$, so
\begin{equation}
R=\frac13+\frac{z^2}{15}-\frac{z^2}{6}+\dots=\frac13-\frac{z^2}{10}+\dots \label{eq:Rexp}
\end{equation}
The function $R$ decreases with $z$. Its derivative has the sign of $4\sinh^3z-3(\sinh2z-2z)\cosh z$, which is negative if
\begin{equation}
h(z)=\sinh2z-2z-\frac{4\sinh^3z}{3\cosh z}
\end{equation}
is positive; and indeed $h(0)=0$ and $h'=4\sinh^4z/(3\cosh^2z)\ge0$. Since $R/\vartheta$ is then positive and decreasing, the part of $I$ beyond some $\vartheta_0$ is at most $2/(3\vartheta_0)$ in magnitude, whatever $\Lambda$ is. For fixed $\vartheta\le\vartheta_0$, increasing $\Lambda$ drives $z$ to zero and $R$ to $1/3$. The limit can therefore be taken inside the integral:
\begin{equation}
I\to\frac13\int_0^\infty\frac{\sin\vartheta}{\vartheta}\,d\vartheta=\frac{\pi}{6},\qquad
C_1\to\frac{\pi}{2}-\frac{\pi}{6}=\frac{\pi}{3}. \label{eq:pi3}
\end{equation}
The first-order probability tends to $(\pi^2/9)e^{-S}$. This is the prefactor of Kane's perturbative formula.

The approach to this limit is slow. At small $z$, $\vartheta\simeq\Lambda z^3/3$, so $z^2\simeq(3\vartheta/\Lambda)^{2/3}$. Inserting the second term of \eqref{eq:Rexp} and using $\int_0^\infty\vartheta^{-1/3}\sin\vartheta\,d\vartheta=\Gamma(\tfrac23)\sin\tfrac{\pi}{3}$ gives
\begin{equation}
C_1\simeq\frac{\pi}{3}+\frac{\sqrt3}{20}\,\Gamma\!\left(\tfrac23\right)\left(\frac{3}{\Lambda}\right)^{2/3}. \label{eq:corr}
\end{equation}
This step expands under a conditionally convergent integral and is formal. The numerical check supports it: at $\Lambda=10^2,10^3,10^4$ and $10^6$ the difference from \eqref{eq:C1c} is below $\Lambda^{-4/3}$. At $\Lambda=100$, for instance, $C_1=1.0583$ against $1.0585$ from \eqref{eq:corr}. The correction falls as $F^{2/3}$, so $\pi^2/9$ is a limiting value and not the first-order answer at an ordinary field.

In the opposite limit, $\Lambda\to0$, the phase in \eqref{eq:A1} disappears and $A_1\to\int g\,dp=\pi/2$. The first-order probability would be $\pi^2/4$, larger than one. Without the phase, \eqref{eq:adiab} is a plain rotation by the angle $\int g\,dp$, so the exact amplitude is $\sin(\pi/2)=1$. Failure in a strong field is expected, since the valence state is emptied. The failure in a weak field needs another explanation, because there the valence state is hardly depleted.

Repeated substitution in \eqref{eq:adiab} produces a series in the coupling. Odd orders contribute to $A_c$, even orders to $A_v$. The $n$th order is an ordered integral over $n$ factors $g$ times phase factors, so its modulus is at most $(\pi/2)^n/n!$, and the series converges for every field. Denote the odd orders of the final amplitude by $C_ne^{-S/2}$. Their sum is the exact amplitude, hence
\begin{equation}
C_1+C_3+C_5+\dots=1,\qquad C_3+C_5+\dots=1-C_1\to1-\frac{\pi}{3}\simeq-0.047 . \label{eq:sum}
\end{equation}
The omitted orders sum to a term with the same exponential as the first order. Their ratio to it does not vanish with the field.

The reason can be seen near the complex crossing. Set $A_c=e^{-S/2}B$ and use $z$ as the variable in \eqref{eq:adiab}:
\begin{equation}
\frac{dB}{dz}=\frac{e^{-i\vartheta}}{2i\sinh z}\,A_v,\qquad
\frac{dA_v}{dz}=-\frac{e^{+i\vartheta}}{2i\sinh z}\,B .
\end{equation}
The factors $e^{\pm S/2}$ have cancelled. With $z=\Lambda^{-1/3}s$ and $\Lambda\to\infty$ at fixed $s$, one has $\vartheta\to s^3/3$ and $dz/\sinh z\to ds/s$, so that
\begin{equation}
\frac{dB}{ds}=\frac{e^{-is^3/3}}{2is}\,A_v,\qquad
\frac{dA_v}{ds}=-\frac{e^{+is^3/3}}{2is}\,B .
\end{equation}
The field has dropped out. On the path that determines the exponentially small amplitude, the coupling is a number of order one, however weak the field. On the real axis, by contrast, one integration by parts gives a transient $A_c\simeq g\,e^{i\Lambda\varphi}/(i\Lambda\sqrt{1+p^2})$, small as $1/\Lambda$. That smallness does not control the relative error of the final amplitude, which is what survives after these much larger transients have cancelled.

For a worked example take round model parameters in Hartree atomic units, $E_g=0.02$ ($0.544$ eV), $m_r=0.02$ and $F=5\times10^{-5}$ ($2.57\times10^7$ V/m). Then
\begin{equation}
v=\frac12\sqrt{\frac{0.02}{0.02}}=0.5,\qquad
\frac{E_g}{F}=\frac{0.02}{5\times10^{-5}}=400 ,
\end{equation}
so the barrier is 400 bohr long. Since $\sqrt{m_r}E_g^{3/2}=(0.02)^2=4\times10^{-4}$,
\begin{equation}
S=\frac{\pi\times4\times10^{-4}}{2\times5\times10^{-5}}=4\pi=12.566,\qquad
e^{-S}=3.487\times10^{-6},\qquad \Lambda=\frac{2S}{\pi}=8 .
\end{equation}
The stationary wave equation in real space, integrated numerically without use of the formula, gives the transmission $T=3.487\times10^{-6}$. Direct time evolution gives $3.480\times10^{-6}$, lower by 0.2\% of $e^{-S}$; it starts and stops at $|p|=40$, where the transient found above has the modulus $1/[2\Lambda(1+p^2)^{3/2}]\simeq9.8\times10^{-7}$. The two ends can shift the amplitude $e^{-S/2}=1.87\times10^{-3}$ by up to twice this, and hence the probability by up to $4\times9.8\times10^{-7}/(1.87\times10^{-3})\simeq0.21\%$ of $e^{-S}$; the test allows 0.4\%. At this field first order has $C_1^2=1.213$ and predicts $1.213\times3.487\times10^{-6}=4.23\times10^{-6}$, which is 21\% above the exact value. Four fields compare as follows.
\begin{center}
\begin{tabular}{cccc}
$F$ (a.u.) & $S$ & $T/e^{-S}$ & $C_1^2$\\
$1.00\times10^{-4}$ & 6.283 & 1.0000 & 1.272\\
$5.00\times10^{-5}$ & 12.566 & 1.0000 & 1.213\\
$2.50\times10^{-5}$ & 25.133 & 1.0000 & 1.173\\
$1.25\times10^{-5}$ & 50.265 & 1.0000 & 1.146
\end{tabular}
\end{center}
The exact prefactor stays at one while the transmission falls by nineteen powers of ten. The first-order factor decreases towards $\pi^2/9=1.0966$ but is still well above it at the weakest field. At $F=5\times10^{-5}$ the successive orders of the amplitude, in units of $e^{-S/2}$, are
\begin{equation}
1.10143-0.10501+0.00365-0.00007=1.00000 ,
\end{equation}
so the third order removes the excess and slightly overshoots, to $0.99642$, and the next two orders settle the remainder.

Measured against the exponent, the difference is modest. A factor $\pi^2/9$ in $P$ equals a shift of $S$ by $\ln(\pi^2/9)=0.092$. Because $S\propto E_g^{3/2}$ at fixed mass, a relative change of the gap by $0.092/(1.5\times12.57)$, about 0.5\%, has the same effect in this example. The factor that first order actually has at this field, $1.213$, equals a shift of $S$ by $\ln1.213=0.193$, or a change of the gap by about 1.0\%. An uncertainty of this size in the gap hides the prefactor. Within the linear two-band model with constant $v$ and constant coupling $\Delta\sigma_x$, however, its value is settled: it is one, and $\pi^2/9$ is the factor by which first order overestimates the probability in the weak-field limit.

\section*{Calculated quantities}
\begin{verbatim}
gap Eg = 0.0200 hartree = 0.5442 eV
reduced mass m_r = 0.0200 electron masses
reduced mass from band curvature = 0.020000 electron masses
field F = 5.00e-05 a.u. = 2.5711e+07 V/m
band velocity v = 0.5000 a.u.
barrier length Eg/F = 400.0 bohr
adiabaticity Lam = 8.0000 (dimensionless)
exponent S, formula = 12.566371 (dimensionless)
exponent S, imaginary-k action = 12.566371 (dimensionless)
exp(-S) = 3.48734e-06 (probability)
time evolution, F = 1.00e-04 a.u.: P = 1.8672e-03, P/exp(-S) = 0.9999
time evolution, F = 5.00e-05 a.u.: P = 3.4803e-06, P/exp(-S) = 0.9980
real-space transmission T and first-order C1^2 (dimensionless):
F = 1.00e-04 a.u.: S = 6.2832, T = 1.8674e-03, T/exp(-S) = 0.99997, C1^2 = 1.27171
F = 5.00e-05 a.u.: S = 12.5664, T = 3.4874e-06, T/exp(-S) = 1.00001, C1^2 = 1.21314
F = 2.50e-05 a.u.: S = 25.1327, T = 1.2162e-11, T/exp(-S) = 1.00000, C1^2 = 1.17262
F = 1.25e-05 a.u.: S = 50.2655, T = 1.4790e-22, T/exp(-S) = 1.00000, C1^2 = 1.14554
weak-field approach of first order (dimensionless):
Lam = 1e+02: C1 = 1.058278, expansion = 1.058520, C1^2 = 1.119953
Lam = 1e+03: C1 = 1.049626, expansion = 1.049637, C1^2 = 1.101714
Lam = 1e+04: C1 = 1.047723, expansion = 1.047723, C1^2 = 1.097723
Lam = 1e+06: C1 = 1.047222, expansion = 1.047222, C1^2 = 1.096674
pi/3 = 1.047198, pi^2/9 = 1.096623 (dimensionless)
amplitude orders divided by exp(-S/2) (dimensionless):
F = 1.00e-04 a.u., orders 1,3,5,7: +1.12770, -0.13328, +0.00571, -0.00013; sum = 1.00000
F = 5.00e-05 a.u., orders 1,3,5,7: +1.10143, -0.10501, +0.00365, -0.00007; sum = 1.00000
contour solution test: beta = 1.00, D = 0.90, kappa = 0.4050 (scaled units)
contour solution norm = 13.636826, formula = 13.636826 (scaled units)
\end{verbatim}
